# Dynamic coercive field of a slowly swept Landau–Khalatnikov ferroelectric: a numerical check

```python
# Result under test: for gamma dP/dt = a P - b P^3 + E, with E = R t rising slowly,
# the field at which P = 0 exceeds the static spinodal field E_s by
#   |a1| (gamma R)^(2/3) / (3 a b)^(1/6)   (a1 = first zero of the Airy function Ai),
# with a next correction of order R ln(1/R).
# P polarization (C/m^2), E field (V/m), R sweep rate (V/(m s)), t time (s),
# a, b Landau coefficients, gamma viscosity (V m s/C).
# The reduced sweep rate is rho = gamma R / (a^2 p), p = sqrt(a/(3 b)).
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar
from scipy.special import airy, ai_zeros

a, b, gamma = 2.0e8, 3.2e9, 0.02
P0 = np.sqrt(a / b)
p = np.sqrt(a / (3 * b))
E_s = 2 * a * p / 3
k = np.sqrt(3 * a * b)
zero = -ai_zeros(1)[0][0]


def static_field(P):
    return -a * P + b * P**3


def switch(drive, t_spinodal, static=static_field, start=-P0):
    """Integrate from t = 0; return field at P = 0 and P at the spinodal."""
    def velocity(t, P):
        return (drive(t) - static(P)) / gamma

    def crossing(t, P):
        return P[0]
    crossing.terminal = True
    crossing.direction = 1
    slow = solve_ivp(velocity, (0, t_spinodal), [start], method="LSODA",
                     rtol=1e-11, atol=1e-13)
    assert slow.success
    fast = solve_ivp(velocity, (t_spinodal, 1000 * t_spinodal), slow.y[:, -1],
                     method="DOP853", rtol=1e-11, atol=1e-14, events=crossing)
    assert len(fast.t_events[0]) == 1
    return drive(fast.t_events[0][0]), slow.y[0, -1]


def ramp(R, start=-P0):
    E_c, P_at_fold = switch(lambda t: R * t, E_s / R, start=start)
    return E_c - E_s, P_at_fold


def leading(R):
    return zero * (gamma * R)**(2 / 3) / (3 * a * b)**(1 / 6)


# Spinodal field found as the numerical maximum of the static branch.
peak = minimize_scalar(lambda P: -static_field(P), bounds=(-P0, 0),
                       method="bounded", options={"xatol": 1e-12})
assert abs(-peak.fun / E_s - 1) < 1e-10
assert abs(peak.x / -p - 1) < 1e-5

# Escape time of Y' = s + Y^2, integrated through the angle Y = tan(phi).
def escaped(s, phi):
    return phi[0] - np.pi / 2
escaped.terminal = True
angle = solve_ivp(lambda s, phi: s * np.cos(phi)**2 + np.sin(phi)**2,
                  (-12, 5), [np.arctan(-np.sqrt(12))], method="DOP853",
                  rtol=1e-11, atol=1e-12, events=escaped)
escape_time = angle.t_events[0][0]
assert abs(escape_time - zero) < 1e-7

# Matching constant K: closed form against its defining regularised integral.
c = airy(-zero)[1]
log_integral = quad(lambda z: airy(z)[0]**2 * np.log(abs(airy(z)[0])),
                    -zero, 15, limit=200)[0]
K = (np.log(c) + 0.5 - log_integral / c**2) / 3
cut = 1e-3
raw = quad(lambda z: -airy(z)[1]**3 / (3 * airy(z)[0]),
           -zero + cut, 15, limit=400)[0]
K_direct = raw / c**2 - np.log(cut) / 3
assert abs(K - K_direct) < 2e-5  # the finite cut leaves an error of order cut^2
B = -K - 1 + np.log(1.5) / 3


def refined(R):
    rho = gamma * R / (a**2 * p)
    return a * p * (zero * rho**(2 / 3) + rho * (np.log(1 / rho) / 9 + B))


# Full equation of motion over five sweep rates.
rates = np.array([1e11, 1e12, 1e13, 1e14, 1e15])
runs = [ramp(R) for R in rates]
excess = np.array([run[0] for run in runs])
rho = gamma * rates / (a**2 * p)
ratio = excess / leading(rates)
slopes = np.diff(np.log(excess)) / np.diff(np.log(rates))
remainder = (excess - refined(rates)) / (a * p * rho)
assert abs(ratio[0] - 1) < 0.005
assert abs(slopes[0] - 2 / 3) < 0.003
assert abs(remainder[0]) < 0.02
assert abs(remainder[0]) < 0.5 * abs(remainder[2])

# Lag of the polarization at the instant when the field equals E_s.
tau = (gamma**2 / (k * rates))**(1 / 3)
lag_airy = gamma / (k * tau) * airy(0)[1] / airy(0)[0]
lag_run = np.array([run[1] for run in runs]) + p
assert abs(lag_run[0] / lag_airy[0] - 1) < 0.02

# The starting polarization is forgotten.
other_start = ramp(1e13, start=-1.5 * P0)[0]
memory = abs(other_start / excess[2] - 1)
assert memory < 1e-6

# Another free energy: sextic, with a negative quartic coefficient.
q = 3.2e9
g = (a + q * P0**2) / P0**4
def sextic(P):
    return -a * P - q * P**3 + g * P**5
P_fold = -np.sqrt((3 * q + np.sqrt(9 * q**2 + 20 * g * a)) / (10 * g))
E_fold = sextic(P_fold)
k_sextic = abs(-6 * q * P_fold + 20 * g * P_fold**3) / 2
R6 = 1e11
E_c6 = switch(lambda t: R6 * t, E_fold / R6, static=sextic)[0]
law6 = zero * (gamma**2 * R6**2 / k_sextic)**(1 / 3)
ratio6 = (E_c6 - E_fold) / law6
assert abs(ratio6 - 1) < 0.02

# Sinusoidal drive: the rate that counts is the one at the spinodal field.
E_amp = 2 * E_s
omega = 1e13 / np.sqrt(E_amp**2 - E_s**2)
E_c_sine = switch(lambda t: E_amp * np.sin(omega * t),
                  np.arcsin(E_s / E_amp) / omega)[0]
ratio_sine = (E_c_sine - E_s) / refined(1e13)
assert abs(ratio_sine - 1) < 0.01

# Formal fast limit, where the two-thirds law no longer holds.
R_fast = 1e21
E_c_fast = ramp(R_fast)[0] + E_s
ratio_fast = E_c_fast / np.sqrt(2 * gamma * R_fast * P0)
assert abs(ratio_fast - 1) < 0.02
fast_over_law = (E_c_fast - E_s) / leading(R_fast)
assert fast_over_law < 0.8

print(f"a = {a:.3e} V m/C")
print(f"b = {b:.3e} V m^5/C^3")
print(f"gamma = {gamma:.3f} V m s/C")
print(f"relaxation time gamma/a = {gamma / a:.3e} s")
print(f"remanent polarization P0 = {P0:.4f} C/m^2")
print(f"spinodal polarization magnitude p = {p:.5f} C/m^2")
print(f"spinodal field E_s = {E_s:.5e} V/m")
print(f"field unit a p = {a * p:.5e} V/m")
print(f"fold curvature k = {k:.5e} V m^3/C^2")
print(f"|a1| from Airy zero = {zero:.6f}")
print(f"escape time from integration = {escape_time:.6f}")
print(f"c = Ai'(a1) = {c:.6f}")
print(f"K closed form = {K:.6f}, regularised integral = {K_direct:.6f}")
print(f"B = {B:.6f}")
print("Main case:")
print(f"R = {rates[2]:.1e} V/(m s), rho = {rho[2]:.4e}")
print(f"fold time tau = {tau[2]:.4e} s")
print(f"field scale R tau = {rates[2] * tau[2]:.4e} V/m")
print(f"leading delay |a1| tau = {zero * tau[2]:.4e} s")
print(f"integrated delay = {excess[2] / rates[2]:.4e} s")
print(f"leading excess = {leading(rates[2]):.5e} V/m")
print(f"refined excess = {refined(rates[2]):.5e} V/m")
print(f"integrated excess = {excess[2]:.5e} V/m")
print(f"integrated excess = {excess[2] / 1e5:.4f} kV/cm")
print(f"integrated E_c = {E_s + excess[2]:.5e} V/m")
print(f"excess / E_s = {100 * excess[2] / E_s:.4f} percent")
print("R [V/(m s)], rho, excess [V/m], excess/leading, excess/refined:")
for i, R in enumerate(rates):
    print(f"{R:.0e}  {rho[i]:.3e}  {excess[i]:.5e}  {ratio[i]:.5f}"
          f"  {excess[i] / refined(R):.6f}")
print("local exponents between neighbouring rates:",
      " ".join(f"{x:.5f}" for x in slopes))
print("(excess - refined)/(a p rho):",
      " ".join(f"{x:.5f}" for x in remainder))
print(f"lag at E_s, R = 1e11: integrated {lag_run[0]:.4e} C/m^2")
print(f"lag at E_s, R = 1e11: Airy {lag_airy[0]:.4e} C/m^2")
print(f"relative change for start at -1.5 P0: {memory:.1e}")
print(f"sextic: q = {q:.3e} V m^5/C^3, g = {g:.4e} V m^9/C^5")
print(f"sextic: E_s = {E_fold:.4e} V/m, k = {k_sextic:.4e} V m^3/C^2")
print(f"sextic, R = 1e11: excess/leading = {ratio6:.5f}")
print(f"sine: amplitude = {E_amp:.4e} V/m, omega = {omega:.4e} rad/s")
print(f"sine: excess/refined law at local rate = {ratio_sine:.5f}")
print(f"fast limit: R = {R_fast:.0e} V/(m s), "
      f"rho = {gamma * R_fast / (a**2 * p):.3e}")
print(f"fast limit: E_c/sqrt(2 gamma R P0) = {ratio_fast:.5f}")
print(f"fast limit: excess/two-thirds law = {fast_over_law:.5f}")
print("done: every assertion held")
```

It prints:

```
a = 2.000e+08 V m/C
b = 3.200e+09 V m^5/C^3
gamma = 0.020 V m s/C
relaxation time gamma/a = 1.000e-10 s
remanent polarization P0 = 0.2500 C/m^2
spinodal polarization magnitude p = 0.14434 C/m^2
spinodal field E_s = 1.92450e+07 V/m
field unit a p = 2.88675e+07 V/m
fold curvature k = 1.38564e+09 V m^3/C^2
|a1| from Airy zero = 2.338107
escape time from integration = 2.338107
c = Ai'(a1) = 0.701211
K closed form = 0.336173, regularised integral = 0.336172
B = -1.201018
Main case:
R = 1.0e+13 V/(m s), rho = 3.4641e-05
fold time tau = 3.0676e-09 s
field scale R tau = 3.0676e+04 V/m
leading delay |a1| tau = 7.1725e-09 s
integrated delay = 7.1651e-09 s
leading excess = 7.17245e+04 V/m
refined excess = 7.16647e+04 V/m
integrated excess = 7.16510e+04 V/m
integrated excess = 0.7165 kV/cm
integrated E_c = 1.93167e+07 V/m
excess / E_s = 0.3723 percent
R [V/(m s)], rho, excess [V/m], excess/leading, excess/refined:
1e+11  3.464e-07  3.33364e+03  1.00135  0.999990
1e+12  3.464e-06  1.54715e+04  1.00122  0.999956
1e+13  3.464e-05  7.16510e+04  0.99898  0.999810
1e+14  3.464e-04  3.29512e+05  0.98978  0.999253
1e+15  3.464e-03  1.48518e+06  0.96112  0.998036
local exponents between neighbouring rates: 0.66661 0.66569 0.66265 0.65391
(excess - refined)/(a p rho): -0.00320 -0.00674 -0.01364 -0.02464 -0.02922
lag at E_s, R = 1e11: integrated -7.3784e-04 C/m^2
lag at E_s, R = 1e11: Airy -7.3900e-04 C/m^2
relative change for start at -1.5 P0: 1.1e-11
sextic: q = 3.200e+09 V m^5/C^3, g = 1.0240e+11 V m^9/C^5
sextic: E_s = 3.5355e+07 V/m, k = 3.9598e+09 V m^3/C^2
sextic, R = 1e11: excess/leading = 1.00774
sine: amplitude = 3.8490e+07 V/m, omega = 3.0000e+05 rad/s
sine: excess/refined law at local rate = 0.99931
fast limit: R = 1e+21 V/(m s), rho = 3.464e+03
fast limit: E_c/sqrt(2 gamma R P0) = 1.00332
fast limit: excess/two-thirds law = 0.20408
done: every assertion held
```
